# How Prior Tension Shortens Void Nucleation in a Long Blocked Line

## Problem

A straight copper line has TaN barriers at both ends. The barriers conduct electrons but stop copper atoms, so the line is blocked. Electrons enter at the cathode, $x=0$, and push copper atoms towards positive $x$. Atoms drain from the cathode end, tension builds up there, and a void nucleates when the cathode tension first reaches a critical value $\sigma_c=500$ MPa.

Two such lines are compared at the same temperature and current density. One starts free of stress. The other starts with a uniform tension $\sigma_0=200$ MPa, present at the temperature of the test. Both are long, and the atomic diffusivity is taken to be independent of stress.

1. Estimate by scaling how the nucleation time depends on $\sigma_0$.
2. Solve for the nucleation time, and show that the prior tension cuts it to 36 percent of its stress-free value.
3. Find out how long the line must be, and what changes if tension speeds up diffusion.

For numbers, take a temperature of 573 K, a current density $j=2.0$ MA/cm², a resistivity $\rho=4.0$ µΩ cm, an effective charge number $Z=1.0$ (magnitude), an atomic volume $\Omega=0.0118$ nm³, an effective modulus $B=20$ GPa, a diffusivity $D=1.0\times10^{-12}$ cm²/s and a length $L=400$ µm. These are rough values for an accelerated test.

## The equation of motion

Let $\sigma$ be the stress, positive in tension. Two forces act on an atom. The electron wind exerts $F=Ze\rho j$ towards positive $x$. Tension lowers the chemical potential of an atom by $\Omega\sigma$, so a stress gradient exerts the force $+\Omega\,\partial\sigma/\partial x$, towards higher tension. The drift velocity is $D/k_BT$ times the force, and there are $1/\Omega$ atoms per unit volume. The atom flux is therefore

$$J=\frac{D}{\Omega k_BT}\left(F+\Omega\frac{\partial\sigma}{\partial x}\right).$$

If the atom density $c$ changes by $dc$, the confined line responds with $d\sigma=-B\,dc/c=-B\Omega\,dc$: losing atoms creates tension. Conservation of atoms, $\partial c/\partial t=-\partial J/\partial x$, then gives

$$\frac{\partial\sigma}{\partial t}=B\Omega\frac{\partial J}{\partial x}
=\frac{\partial}{\partial x}\left[\kappa\left(\frac{\partial\sigma}{\partial x}+G\right)\right],
\qquad \kappa=\frac{DB\Omega}{k_BT},\quad G=\frac{F}{\Omega}.$$

Here $\kappa$ is a diffusivity for stress, and $G$ is the stress gradient that balances the wind. At a blocked end $J=0$, so $\partial\sigma/\partial x=-G$.

Now write $\sigma=\sigma_0+u$. Since $\sigma_0$ is uniform and $\kappa$ constant, $\sigma_0$ drops out:

$$\frac{\partial u}{\partial t}=\kappa\frac{\partial^2u}{\partial x^2},\qquad
\left.\frac{\partial u}{\partial x}\right|_{x=0}=-G,\qquad u(x,0)=0.$$

The stress supplied by the current grows in the same way in both lines. They differ only in how much of it is needed: $\sigma_c-\sigma_0$, which is 500 MPa in one line and 300 MPa in the other.

## First estimate by scaling

After a time $t$, the disturbance has spread over a distance of order $\sqrt{\kappa t}$. The slope at the cathode is $-G$, so the stress rise there is of order $G\sqrt{\kappa t}$. Setting this equal to $\sigma_c-\sigma_0$ gives

$$t_{\rm est}=\frac{1}{\kappa}\left(\frac{\sigma_c-\sigma_0}{G}\right)^2.$$

The wind force is $8.00\times10^{-4}$ eV/µm. Dividing by $\Omega$, with 1 eV/nm³ = 160.2 MPa, gives

$$G=\frac{8.00\times10^{-4}}{0.0118}\times160.2=10.86\ \text{MPa/µm}.$$

The dimensionless factor $B\Omega/k_BT$ is 29.8, and $D$ is 0.36 µm²/h, so $\kappa=10.74$ µm²/h. The estimates are

$$\frac{(500/10.86)^2}{10.74}\approx197\ \text{h},\qquad
\frac{(300/10.86)^2}{10.74}\approx71\ \text{h}.$$

Their ratio is $(300/500)^2=0.36$. The times themselves still lack a numerical factor.

## Exact solution for a long line

Treat the line as extending to infinity. The gradient $g=\partial u/\partial x$ obeys the same diffusion equation, as differentiation with respect to $x$ shows. Its conditions are $g=-G$ at $x=0$ and $g=0$ initially and far away. None of these contains a length, so we try $g=f(\eta)$ with $\eta=x/(2\sqrt{\kappa t})$. Then

$$\frac{\partial g}{\partial t}=-\frac{\eta}{2t}f',\qquad
\kappa\frac{\partial^2g}{\partial x^2}=\frac{1}{4t}f''.$$

Equating the two gives $f''=-2\eta f'$, hence $f'=A e^{-\eta^2}$. The solution that vanishes at infinity and equals $-G$ at $\eta=0$ is

$$g=-G\,\mathrm{erfc}(\eta),\qquad
\mathrm{erfc}(\eta)=\frac{2}{\sqrt\pi}\int_\eta^\infty e^{-y^2}dy.$$

Far from the cathode $u=0$. Integrating the gradient from the cathode to that region gives $-u(0,t)=\int_0^\infty g\,dx$. With $dx=2\sqrt{\kappa t}\,d\eta$,

$$u(0,t)=2G\sqrt{\kappa t}\int_0^\infty\mathrm{erfc}(\eta)\,d\eta.$$

To do the integral, exchange the order of integration. For a given $y$, the variable $\eta$ runs from 0 to $y$, which contributes a factor $y$:

$$\int_0^\infty\mathrm{erfc}(\eta)\,d\eta=\frac{2}{\sqrt\pi}\int_0^\infty y\,e^{-y^2}dy=\frac{2}{\sqrt\pi}\cdot\frac12=\frac1{\sqrt\pi}.$$

Therefore

$$u(0,t)=2G\sqrt{\frac{\kappa t}{\pi}}.$$

Nucleation occurs when $u(0,t)=\sigma_c-\sigma_0$. Squaring and solving for $t$,

$$t_n(\sigma_0)=\frac{\pi}{4\kappa}\left(\frac{\sigma_c-\sigma_0}{G}\right)^2,
\qquad
\frac{t_n(\sigma_0)}{t_n(0)}=\left(1-\frac{\sigma_0}{\sigma_c}\right)^2.$$

For the two given stresses,

$$\frac{t_n(200\ \text{MPa})}{t_n(0)}=\left(1-\frac{200}{500}\right)^2=0.6^2=0.36.$$

This is the result to be shown. The time falls to 36 percent, which is a cut of 64 percent. The current has to supply 60 percent of the stress, and the time goes as the square of the stress supplied, because ever more distant parts of the line must be filled with tension as well.

As $\sigma_0$ approaches $\sigma_c$, the nucleation time goes to zero: the line is then ready to form a void without current. A prior compression of 200 MPa would instead multiply the time by $1.4^2=1.96$.

## Comparison of the estimate and the solution

The exact time is $\pi/4=0.785$ times the estimate. The stress-free line nucleates a void after 155 h (6.5 days), and the tense line after 55.8 h (2.3 days). The scaling times were thus 27 percent too long, relative to the exact ones, yet their ratio was already right.

There is a reason for this. In the infinite line, the cathode stress rise can depend only on $G$, $\kappa$ and $t$, and the one combination of these with the dimension of stress is $G\sqrt{\kappa t}$. The unknown prefactor is then a pure number, common to both lines, and it cancels.

A numerical solution of the conservation law for the full 400 µm line, with both ends blocked and cells of 0.5 µm, gives 154.96 h and 55.78 h, a ratio of 0.36 to three digits. With the current density doubled in both lines, the stress-free time drops to 38.74 h, a quarter, and the ratio remains 0.36.

## How long is long?

The solution ignores the anode, where atoms pile up and create compression. This is justified while the diffusion length $2\sqrt{\kappa t}$ is much shorter than the line. At 155 h it is 82 µm, against 400 µm. For the values used here, about 200 µm is long enough: solving the equation with both ends blocked gives a ratio of 0.360 at that length, and 0.354 at 150 µm.

A finite line also has a ceiling on its cathode stress. Blocked ends keep the mean stress at $\sigma_0$. Let $v=\partial\sigma/\partial x+G$, which is proportional to the atom flux. Integration by parts gives

$$\int_0^L\left(1-\frac{x}{L}\right)\frac{\partial\sigma}{\partial x}dx=-\sigma(0,t)+\sigma_0.$$

Inserting $\partial\sigma/\partial x=v-G$ and using $\int_0^L(1-x/L)\,dx=L/2$,

$$\sigma(0,t)=\sigma_0+\frac{GL}{2}-\int_0^L\left(1-\frac{x}{L}\right)v\,dx.$$

For constant $\kappa$, $v$ obeys the diffusion equation, starts at $G>0$ and is zero at both ends. It therefore stays non-negative and dies away. The cathode stress cannot exceed $\sigma_0+GL/2$, and it approaches this value at long times.

For 400 µm, $GL/2$ is 2172 MPa, far above what is needed. Shorter lines behave differently:

- At 100 µm, $GL/2=543$ MPa, barely above 500 MPa. The stress-free time rises to 219 h, while the tense line still needs only 56.1 h. The ratio is 0.256.
- At 60 µm, $GL/2=326$ MPa. The stress-free line never nucleates a void in this model. The tense line can reach 526 MPa, and it nucleates one after 78.9 h.

For this current density, prior tension decides whether a void forms at all when $L$ lies between $2\times300/10.86=55$ µm and $2\times500/10.86=92$ µm.

## If tension speeds up diffusion

Tension makes vacancies easier to form. A simple model is $D\propto\exp(\Omega\sigma/k_BT)$, with the zero-stress diffusivity the same in both lines. The exponent is 0.298 at 200 MPa and 0.746 at 500 MPa, so the effect is not small.

Integrate the conservation law from the blocked cathode, where the flux is zero, to the undisturbed interior, where $\sigma=\sigma_0$ and its gradient vanishes:

$$\frac{d}{dt}\int u\,dx=\kappa(\sigma_0)\,G
\quad\Rightarrow\quad
\int u\,dx=\kappa(\sigma_0)\,G\,t.$$

The area under the stress profile has the dimension of $u(0,t)^2/G$. At nucleation, call it $\phi\,(\sigma_c-\sigma_0)^2/G$, with $\phi$ a pure number. Then

$$t_n=\phi\,\frac{(\sigma_c-\sigma_0)^2}{\kappa(\sigma_0)\,G^2}.$$

Constant diffusivity has $\phi=\pi/4=0.785$. A triangular profile of slope $-G$ would have $\phi=1/2$. The numerical solution gives 0.700 for the stress-free line and 0.730 for the tense one. Both lie between the triangular value and the constant-diffusivity value.

The ratio of times becomes

$$0.36\times e^{-0.298}\times\frac{0.730}{0.700}\approx0.28,$$

with times of 138 h and 38.5 h. Halving the cell size from 1.0 to 0.5 µm shifts the ratio by only $3\times10^{-5}$. The exponential factor alone would lower the ratio to 0.27, because the tense line starts with faster diffusion throughout. The difference in $\phi$ raises it slightly. The 36 percent thus belongs to stress-independent diffusivity, and in this model the prior tension does more harm than that. How much more depends on the exponent: if it is only 0.7 times as large, the ratio is 0.30.

## Setting the numbers beside a real line

The chosen stresses are both on the high side. Thermal tension in copper lines shrinks on heating, so 200 MPa at 573 K is a large value, and flaws or weak interfaces can bring the critical stress far below 500 MPa. The limiting lengths of 55 and 92 µm found above correspond to products $jL$ of about 11,000 and 18,000 A/cm, whereas thresholds measured on copper lines are commonly a few thousand. Those lengths illustrate the model and are not design limits. The ratio is sensitive to this threshold: with $\sigma_0$ held at 200 MPa, it is 0.31 for $\sigma_c=450$ MPa and 0.40 for 550 MPa.

Temperature of use matters more. Suppose both lines are cooled to 378 K without stress relaxation, with an expansion mismatch of 14 ppm/K in all directions. If the line responds to this missing volume with the same effective modulus $B$ as to missing atoms, each gains a tension of $3\times20\,000\times14\times10^{-6}\times195\approx164$ MPa. At equal current density and unchanged $\sigma_c$, constant-diffusivity theory then gives a ratio of $(136/336)^2\approx0.16$. Diffusion that speeds up with tension would lower it further, to about 0.11. The figure depends steeply on the modulus, which is set by the surrounding dielectric: with constant diffusivity it is 0.22 for $B=15$ GPa and 0.07 for 28 GPa, and above about 37 GPa the tense line reaches $\sigma_c$ on cooling alone. An elastic estimate for a round copper fibre held at fixed length gives about 34 GPa in silica and about 16 GPa in a soft low-permittivity dielectric, so 0.16 is an illustration and not a prediction. With an activation energy of 0.9 eV, diffusion is also about $10^4$ times slower, but this factor is common to both lines and cancels.

Joule heating is minor here. If the heat flows straight down through 1.0 µm of oxide with a conductivity of 1.0 W/(m K), a line 200 nm high warms by 3.2 K. Faster diffusion then shortens both times by about 10 percent, and the thermal tension changes by about 3 MPa.

Finally, nucleation is not yet failure. If a void must then grow for a time $t_g$ that is equal in both lines, the lifetimes have the ratio $(0.36\,t_n+t_g)/(t_n+t_g)$, with $t_n$ the stress-free nucleation time. This lies above 0.36 and tends to 1 when growth takes most of the life. Equal growth times are an approximation, because tension stored in the line also feeds the void and makes it grow faster in the tense line. In the 400 µm line, with zero stress at a void that spans the cross-section, the growth time of the tense line is shorter by 2 percent for a void 0.3 µm long and by about 10 percent for 1 µm, where the lifetime ratio is 0.55 against 0.59 from the formula. For longer voids the ratio levels off near 0.85 and does not reach 1. The numerical output below lists the inputs and the main results.

## Computed values

```
Test temperature: 573 K
Current density: 2.0 MA/cm2
Resistivity: 4.0 uOhm cm
Effective charge number, magnitude: 1.0
Atomic volume: 0.0118 nm3
Effective modulus: 20 GPa
Atomic diffusivity: 1.0e-12 cm2/s
Line length: 400 um
Critical stress: 500 MPa; prior tension: 200 MPa
Wind force per atom: 8.00e-04 eV/um
Driving gradient G: 10.86 MPa/um
Stress diffusivity kappa: 10.74 um2/h
Integral of erfc from 0 to infinity: 0.564190
Formula time, stress-free: 155.0 h = 6.46 days
Formula time, with tension: 55.8 h = 2.32 days
Formula ratio: 0.3600
Simulated time, stress-free: 154.96 h
Simulated time, with tension: 55.78 h
Simulated ratio: 0.35999
Diffusion length 2 sqrt(kappa t), stress-free: 81.6 um
Largest profile error within 100 um: 0.0011 MPa
Doubled current, simulated stress-free time: 38.74 h
Doubled current, simulated ratio: 0.35995
Final stress rise G L/2, 400 um line: 2172 MPa
Final stress rise G L/2, 100 um line: 543 MPa
100 um line, stress-free time: 219.2 h
100 um line, time with tension: 56.1 h
100 um line, ratio: 0.256
60 um line, final stress-free cathode stress: 325.9 MPa
60 um line, time with tension: 78.9 h
Omega s/kT at prior tension: 0.298
Omega s/kT at critical stress: 0.746
Factor exp(-Omega s_pre/kT): 0.742
Stress-dependent D, stress-free time: 138.2 h
Stress-dependent D, time with tension: 38.5 h
Stress-dependent D, phi stress-free: 0.7002
Stress-dependent D, phi with tension: 0.7301
Constant D, phi = pi/4: 0.7854
Stress-dependent D, ratio: 0.2785
Shift of that ratio, cell 1.0 to 0.5 um: 2.6e-05
Use temperature: 378 K
Expansion mismatch: 14 ppm/K
Tension added on cooling to use: 164 MPa
Ratio of the same two lines at use: 0.164
Activation energy: 0.9 eV
Diffusivity slowdown at use: 1.21e+04 times
Line height: 200 nm
Oxide thickness: 1.0 um
Oxide thermal conductivity: 1.0 W/(m K)
Joule heating, heat straight down: 3.2 K
Factor on both times from faster diffusion: 0.904
Thermal stress lost by Joule heating: 2.7 MPa
Ratio if critical stress is 450 MPa: 0.309
Ratio if critical stress is 550 MPa: 0.405
```
